**Clearing time of a resist film with an inhibited surface**

The program tests the clearing time t_c = (δ/R) ln{[exp(D/δ) − (1 − s)]/s}, where D is the film thickness, R the bulk dissolution rate, s the ratio of surface rate to bulk rate, and δ the inhibition depth. It asserts that this formula agrees with numerical quadrature for four sets of parameters and, for the worked example, with direct integration of the front motion. Further assertions cover the front position, the delay and its thick-film limit, the depth-averaged rate, and the sensitivity to thickness. The integrals for a different inhibition law and for absorption are each computed in two ways, and the diffusion formula behind the developer-depletion estimate is compared with a finite-volume calculation. For D = 50 nm, R = 50 nm/s, s = 0.1 and δ = 10 nm, the output gives t_c = 1.459 s, of which 0.459 s is due to inhibition. The different inhibition law raises the time to 1.948 s, and absorption with a rate proportional to the third power of the dose raises it to 1.991 s. The temperature, wafer-coverage and puddle figures are estimates from rough or assumed inputs, not tested predictions.

## Verification by program

```python
"""Clearing time of a resist film with an inhibited surface.

Result under test: for the local dissolution rate
    r(z) = R * (1 - (1 - s) * exp(-z/delta))
the film of thickness D clears in
    t_c = (delta/R) * log((exp(D/delta) - (1 - s)) / s).
z: depth below the original surface (nm), R: bulk rate (nm/s),
s: surface rate / bulk rate, delta: inhibition depth (nm).
Rough process inputs are used only to size effects the model neglects.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad, solve_ivp
from scipy.special import expi


def rate(z, R, s, delta):
    return R * (1 - (1 - s) * np.exp(-z / delta))


def clearing_formula(D, R, s, delta):
    return delta / R * np.log((np.exp(D / delta) - (1 - s)) / s)


def time_by_quadrature(rate_function, D):
    return quad(lambda z: 1 / rate_function(z), 0, D,
                epsabs=1e-11, epsrel=1e-11)[0]


def follow_front(rate_function, D, t_max):
    """Integrate dz/dt = r(z) until the front reaches depth D."""
    def reached(t, y):
        return y[0] - D
    reached.terminal = True
    sol = solve_ivp(lambda t, y: [rate_function(y[0])], (0, t_max), [0.0],
                    events=reached, rtol=1e-10, atol=1e-11,
                    dense_output=True)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0], sol.sol


D, R, s, delta = 50.0, 50.0, 0.1, 10.0


def r_example(z):
    return rate(z, R, s, delta)


# Closed form against quadrature, for the example and other films
for case in [(D, R, s, delta), (30, 80, 0.02, 25),
             (120, 15, 0.6, 7), (5, 40, 0.3, 12)]:
    numeric = time_by_quadrature(lambda z: rate(z, *case[1:]), case[0])
    assert abs(clearing_formula(*case) / numeric - 1) < 1e-8

# Closed form and front position against the equation of motion
t_clear = clearing_formula(D, R, s, delta)
t_front, front = follow_front(r_example, D, 10.0)
assert abs(t_front / t_clear - 1) < 1e-7
assert abs(t_clear - 1.46) < 0.005


def front_position(t):
    return delta * np.log((1 - s) + s * np.exp(R * t / delta))


sample_times = [0.25, 0.50, 1.00]
for t in sample_times:
    assert abs(front_position(t) - front(t)[0]) < 1e-5

# Delay relative to a film without inhibition, and its thick-film limit
t_uninhibited = D / R
delay = delta / R * np.log((1 - (1 - s) * np.exp(-D / delta)) / s)
delay_numeric = quad(lambda z: 1 / r_example(z) - 1 / R, 0, D)[0]
assert abs(delay - delay_numeric) < 1e-8
delay_thick = delta / R * np.log(1 / s)
delay_thick_numeric = quad(lambda z: 1 / r_example(z) - 1 / R, 0, np.inf)[0]
assert abs(delay_thick - delay_thick_numeric) < 1e-7

# The tempting error: thickness divided by the depth-averaged rate
mean_rate = R * (1 - (1 - s) * delta / D * (1 - np.exp(-D / delta)))
assert abs(mean_rate - quad(r_example, 0, D)[0] / D) < 1e-8
t_wrong = D / mean_rate
assert t_wrong < time_by_quadrature(r_example, D)

# Sensitivity to film thickness
slope = 1 / r_example(D)
h = 0.05
slope_numeric = (time_by_quadrature(r_example, D + h)
                 - time_by_quadrature(r_example, D - h)) / (2 * h)
assert abs(slope / slope_numeric - 1) < 1e-5

t_first = clearing_formula(delta, R, s, delta)
assert abs(t_first - time_by_quadrature(r_example, delta)) < 1e-8

# Other inhibition law: logarithm of the rate relaxes exponentially
t_log_law = time_by_quadrature(lambda z: R * s ** np.exp(-z / delta), D)
L = np.log(1 / s)
t_log_special = delta / R * (expi(L) - expi(L * np.exp(-D / delta)))
assert abs(t_log_law / t_log_special - 1) < 1e-8

# Absorption: local rate proportional to (local dose)**power
absorption = 0.005  # 1/nm, rough EUV value
t_absorbing = {}
for power in (1, 3):
    def r_absorbing(z, p=power):
        return r_example(z) * np.exp(-p * absorption * z)
    t_absorbing[power] = time_by_quadrature(r_absorbing, D)
    t_check, _ = follow_front(r_absorbing, D, 20.0)
    assert abs(t_check / t_absorbing[power] - 1) < 1e-7

# Diffusion with constant surface flux: dimensionless finite volumes
# (unit flux, diffusivity and time; far boundary closed at depth 8)
cells = 200
dx = 8.0 / cells
steps = int(np.ceil(1 / (0.4 * dx**2)))
dt = 1.0 / steps
c = np.zeros(cells)
for _ in range(steps):
    flux = np.concatenate(([1.0], -(c[1:] - c[:-1]) / dx, [0.0]))
    c += dt / dx * (flux[:-1] - flux[1:])
surface_value = c[0] + dx / 2
# one percent covers the grid error of the surface extrapolation
assert abs(surface_value / (2 / np.sqrt(np.pi)) - 1) < 0.01

# Base depletion at the resist surface, in SI units
site_density = 8000.0    # mol/m^3, rough density of acidic sites
base = 260.0             # mol/m^3, i.e. 0.26 mol/L
diffusivity = 2e-9       # m^2/s, rough value in water
base_flux = site_density * R * 1e-9
depletion = 2 * base_flux * np.sqrt(t_clear / (np.pi * diffusivity)) / base
diffusion_length_um = np.sqrt(diffusivity * t_clear) * 1e6
order = 3
rate_loss = 1 - (1 - depletion) ** order

# Temperature change of one kelvin
T, activation_eV = 296.0, 0.3
k_eV = k_boltzmann / e_charge
rate_gain = np.exp(activation_eV / k_eV * (1 / T - 1 / (T + 1))) - 1

coverage_time, puddle_time = 1.0, 30.0  # s, rough process times


def change(t):
    return 100 * (t / t_clear - 1)


print(f"Film thickness: {D:.0f} nm")
print(f"Bulk rate: {R:.0f} nm/s")
print(f"Surface rate / bulk rate: {s:.1f}")
print(f"Inhibition depth: {delta:.0f} nm")
print(f"Rate at top: {r_example(0):.2f} nm/s")
print(f"Rate at bottom: {r_example(D):.2f} nm/s")
print(f"exp(D/delta): {np.exp(D / delta):.3f}")
log_argument = (np.exp(D / delta) - (1 - s)) / s
print(f"Argument of logarithm: {log_argument:.2f}")
print(f"Logarithm: {np.log(log_argument):.4f}")
print(f"Clearing time, formula: {t_clear:.4f} s")
print(f"Clearing time, quadrature: {time_by_quadrature(r_example, D):.4f} s")
print(f"Clearing time, front motion: {t_front:.4f} s")
print(f"Clearing time in ms: {1000 * t_clear:.0f} ms")
print(f"Time without inhibition: {t_uninhibited:.4f} s")
print(f"Delay by inhibition: {delay:.4f} s")
print(f"Delay, thick-film limit: {delay_thick:.4f} s")
print(f"Time for first {delta:.0f} nm: {t_first:.4f} s")
print(f"Share of clearing time: {100 * t_first / t_clear:.1f} %")
for t in sample_times:
    print(f"Front depth at {t:.2f} s: {front_position(t):.2f} nm")
print(f"Effective rate D/t_c: {D / t_clear:.2f} nm/s")
print(f"Depth-averaged rate: {mean_rate:.2f} nm/s")
print(f"Wrong time from averaged rate: {t_wrong:.4f} s")
print(f"Error of wrong time: {change(t_wrong):.1f} %")
print(f"Thickness sensitivity: {slope:.4f} s/nm")
print(f"Time change for 1 nm: {100 * slope / t_clear:.1f} %")
print(f"Time, log-rate inhibition law: {t_log_law:.3f} s")
print(f"Change by log-rate law: {change(t_log_law):.1f} %")
print(f"Absorption coefficient (rough): {absorption * 1000:.0f} 1/um")
print(f"Dose at bottom / top: {np.exp(-absorption * D):.3f}")
for power, t in t_absorbing.items():
    print(f"Time, rate ~ dose^{power}: {t:.3f} s ({change(t):+.1f} %)")
print(f"Acidic sites (rough): {site_density / 1000:.0f} mol/L")
print(f"Base concentration: {base / 1000:.2f} mol/L")
print(f"Base diffusivity (rough): {diffusivity:.1e} m^2/s")
print(f"Base flux at bulk rate: {base_flux:.1e} mol/(m^2 s)")
print(f"Diffusion length in t_c: {diffusion_length_um:.0f} um")
print(f"Surface base depletion, upper: {100 * depletion:.1f} %")
print(f"Rate loss for order {order}: {100 * rate_loss:.1f} %")
print(f"Developer temperature: {T:.0f} K")
print(f"Activation energy (assumed): {activation_eV:.1f} eV")
print(f"Rate change for +1 K: {100 * rate_gain:.1f} %")
print(f"Wafer coverage time (rough): {coverage_time:.0f} s")
print(f"Coverage time / t_c: {coverage_time / t_clear:.2f}")
print(f"Puddle time (rough): {puddle_time:.0f} s")
print(f"Puddle time / t_c: {puddle_time / t_clear:.1f}")
print("no test failed")
```

Output:

```
Film thickness: 50 nm
Bulk rate: 50 nm/s
Surface rate / bulk rate: 0.1
Inhibition depth: 10 nm
Rate at top: 5.00 nm/s
Rate at bottom: 49.70 nm/s
exp(D/delta): 148.413
Argument of logarithm: 1475.13
Logarithm: 7.2965
Clearing time, formula: 1.4593 s
Clearing time, quadrature: 1.4593 s
Clearing time, front motion: 1.4593 s
Clearing time in ms: 1459 ms
Time without inhibition: 1.0000 s
Delay by inhibition: 0.4593 s
Delay, thick-film limit: 0.4605 s
Time for first 10 nm: 0.5801 s
Share of clearing time: 39.8 %
Front depth at 0.25 s: 2.22 nm
Front depth at 0.50 s: 7.51 nm
Front depth at 1.00 s: 27.56 nm
Effective rate D/t_c: 34.26 nm/s
Depth-averaged rate: 41.06 nm/s
Wrong time from averaged rate: 1.2177 s
Error of wrong time: -16.6 %
Thickness sensitivity: 0.0201 s/nm
Time change for 1 nm: 1.4 %
Time, log-rate inhibition law: 1.948 s
Change by log-rate law: 33.5 %
Absorption coefficient (rough): 5 1/um
Dose at bottom / top: 0.779
Time, rate ~ dose^1: 1.609 s (+10.2 %)
Time, rate ~ dose^3: 1.991 s (+36.5 %)
Acidic sites (rough): 8 mol/L
Base concentration: 0.26 mol/L
Base diffusivity (rough): 2.0e-09 m^2/s
Base flux at bulk rate: 4.0e-04 mol/(m^2 s)
Diffusion length in t_c: 54 um
Surface base depletion, upper: 4.7 %
Rate loss for order 3: 13.4 %
Developer temperature: 296 K
Activation energy (assumed): 0.3 eV
Rate change for +1 K: 4.0 %
Wafer coverage time (rough): 1 s
Coverage time / t_c: 0.69
Puddle time (rough): 30 s
Puddle time / t_c: 20.6
no test failed
```
